# Why the Lipkin-Meshkin-Glick gap closes as N^(-1/3) at criticality: verification in Python

```python
"""Critical gap of the Lipkin-Meshkin-Glick model
    H = -h J_z - (gamma/N) J_x^2,   j = N/2,   L = j + 1/2,   hbar = 1.
Result under test: at gamma = h the gap is h L^(-1/3) times the first
excitation energy of p^2/2 + tau q^2/2 + q^4/8, with
    tau = L^(2/3) (1 - gamma L/(h j)),
corrected at relative order L^(-2/3) by q^6/16 - p q^2 p/4.
Here m = L^(2/3) q is the J_x eigenvalue and p is conjugate to q.
All energies in the program are in units of the field h.
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal, eigvalsh


def tridiagonal(n_spins, coupling, total_spin=None):
    """Diagonal and off-diagonal of H in the J_x eigenbasis."""
    spin = n_spins / 2 if total_spin is None else total_spin
    m = np.arange(int(round(2 * spin)) + 1) - spin
    hop = np.sqrt((spin + 0.5)**2 - (m[:-1] + 0.5)**2)
    return -coupling * m**2 / n_spins, -0.5 * hop


def levels(n_spins, coupling, count=2, total_spin=None):
    diagonal, off = tridiagonal(n_spins, coupling, total_spin)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, count - 1))


def spin_matrices(n_spins):
    """J_x, J_y, J_z from the ladder operator in the J_z basis."""
    j = n_spins / 2
    m = j - np.arange(n_spins + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return jx, jy, np.diag(m)


def oscillator(tau, size=120, frequency=1.5):
    """Levels, <q^2> and next-order operator means of the quartic problem."""
    lower = np.diag(np.sqrt(np.arange(1, size + 12)), 1)
    q = (lower + lower.T) / np.sqrt(2 * frequency)
    d = np.sqrt(frequency / 2) * (lower - lower.T)   # d/dq, so p = -i d
    q2 = q @ q
    ham = -d @ d / 2 + tau * q2 / 2 + q2 @ q2 / 8
    next_op = q2 @ q2 @ q2 / 16 + d @ q2 @ d / 4
    energy, vec = eigh(ham[:size, :size])
    v = vec[:, :2]
    width = np.diag(v.T @ q2[:size, :size] @ v)
    higher = np.diag(v.T @ next_op[:size, :size] @ v)
    return energy[:2], width, higher


# Tridiagonal form against dense matrices, even and odd N
for n in (40, 41):
    jx, jy, jz = spin_matrices(n)
    dense = eigvalsh(-jz - 0.7 * jx @ jx / n)
    diag, off = tridiagonal(n, 0.7)
    assert np.allclose(dense, eigh_tridiagonal(diag, off, eigvals_only=True),
                       atol=1e-10)

# Pure quartic oscillator, checked on a finite-difference grid
e_quartic, w_quartic, c_quartic = oscillator(0.0)
delta0 = e_quartic[1] - e_quartic[0]
width_difference = w_quartic[1] - w_quartic[0]
step = 0.01
grid = np.arange(-800, 801) * step
e_grid = eigh_tridiagonal(1 / step**2 + grid**4 / 8,
                          -0.5 / step**2 * np.ones(grid.size - 1),
                          eigvals_only=True, select='i', select_range=(0, 1))
assert np.allclose(e_grid, e_quartic, atol=1e-4)

print("Energy unit: field h; hbar = 1; critical coupling gamma = h")
print(f"quartic level e0 = {e_quartic[0]:.6f}, e1 = {e_quartic[1]:.6f}")
print(f"quartic excitation Delta0 = {delta0:.6f}")
print(f"prefactor of N^(-1/3) = {2**(1/3) * delta0:.6f} h")
print(f"<q^2>_0 = {w_quartic[0]:.6f}, <q^2>_1 = {w_quartic[1]:.6f}")
print(f"coefficient of L^(-2/3) in gap = {-width_difference/4:.6f} h")
print(f"next operator, difference of means = "
      f"{c_quartic[1]-c_quartic[0]:.6f}")

# Critical gaps and the successive approximations
sizes = [100, 1000, 10000, 100000]
gaps = {}
approximations = {}
print("N, gap, leading, with tau, with next operator (all gaps in h)")
for n in sizes:
    e = levels(n, 1.0)
    gap = e[1] - e[0]
    big = (n + 1) / 2
    tau = big**(2 / 3) * (1 - big / (n / 2))
    eo, wo, co = oscillator(tau)
    leading = delta0 * big**(-1 / 3)
    with_tau = (eo[1] - eo[0]) * big**(-1 / 3)
    with_next = with_tau + (co[1] - co[0]) / big
    gaps[n] = gap
    approximations[n] = (leading, with_tau, with_next)
    print(f"{n:6d} {gap:.7f} {leading:.7f} {with_tau:.7f} {with_next:.7f}")
    if n == 1000:
        example = (big, tau, eo[1] - eo[0], co[1] - co[0])
    if n == 100000:
        measured_next = (gap - with_tau) * big
        predicted_next = co[1] - co[0]
        measured_first = (gap * big**(1 / 3) - delta0) * big**(1 / 3)

# Neglected terms are of relative order L^(-2/3) and L^(-1/3) respectively
assert abs(measured_next / predicted_next - 1) < 0.05
assert abs(measured_first / (-width_difference / 4) - 1) < 0.05
err = [abs(a - gaps[1000]) for a in approximations[1000]]
assert err[0] > err[1] > err[2]
print(f"N=100000: next-order coefficient measured {measured_next:.5f}, "
      f"predicted {predicted_next:.5f}")
print(f"N=100000: first-correction coefficient measured "
      f"{measured_first:.5f}, limit {-width_difference/4:.5f}")
print(f"N=1000: L = {example[0]:.1f}, L^(-1/3) = {example[0]**(-1/3):.6f}")
print(f"N=1000: tau = {example[1]:.6f}, Delta(tau) = {example[2]:.6f}")
print(f"N=1000: next-operator difference = {example[3]:.6f}")
for name, error in zip(("leading", "with tau", "with next"), err):
    print(f"N=1000: relative error {name} = {100*error/gaps[1000]:.4f} %")

for n1, n2 in zip(sizes[:-1], sizes[1:]):
    exponent = np.log(gaps[n2] / gaps[n1]) / np.log(n2 / n1)
    print(f"local exponent N={n1} to {n2}: {exponent:.5f}")
assert abs(exponent + 1 / 3) < 0.005

# Ground-state spread of J_x
n = 10000
big = (n + 1) / 2
diag, off = tridiagonal(n, 1.0)
_, state = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
m_values = np.arange(n + 1) - n / 2
spread = np.sum(state[:, 0]**2 * m_values**2) / big**(4 / 3)
predicted_spread = oscillator(big**(2 / 3) * (1 - 2 * big / n))[1][0]
assert abs(spread / predicted_spread - 1) < 0.03
print(f"N=10000: <J_x^2>/L^(4/3) = {spread:.5f}, "
      f"oscillator {predicted_spread:.5f}")

# Crossover at fixed scaled distance from criticality
for tau in (-2.0, 0.0, 2.0, 8.0):
    coupling = (n / 2) / big * (1 - tau * big**(-2 / 3))
    e = levels(n, coupling)
    scaled = (e[1] - e[0]) * big**(1 / 3)
    eo = oscillator(tau)[0]
    assert abs(scaled - (eo[1] - eo[0])) < 0.01
    print(f"N=10000, tau={tau:4.1f}: gamma={coupling:.6f} h, "
          f"scaled gap {scaled:.5f}, oscillator {eo[1]-eo[0]:.5f}")

# Phases away from criticality
e = levels(2000, 0.5)
harmonic = np.sqrt(1 - 0.5)
assert abs(e[1] - e[0] - harmonic) < 5e-3
print(f"N=2000, gamma=0.5 h: gap {e[1]-e[0]:.5f} h, "
      f"harmonic {harmonic:.5f} h")
e = levels(2000, 1.5, 3)
broken = np.sqrt(1.5**2 - 1)
assert abs(e[1] - e[0]) < 1e-8 and abs(e[2] - e[0] - broken) < 1e-2
print(f"N=2000, gamma=1.5 h: doublet splitting below 1e-8 h: "
      f"{abs(e[1]-e[0]) < 1e-8}")
print(f"N=2000, gamma=1.5 h: next excitation {e[2]-e[0]:.5f} h, "
      f"harmonic {broken:.5f} h")

# Smaller total spins do not hold the first excitation
n = 200
e = levels(n, 1.0)
others = [0.0] + [levels(n, 1.0, 1, s)[0] for s in range(1, n // 2)]
other_gap = min(others) - e[0]
assert other_gap > e[1] - e[0]
assert int(np.argmin(others)) == n // 2 - 1
print(f"N=200: gap at maximal spin {e[1]-e[0]:.5f} h, "
      f"to lower total spin {other_gap:.5f} h")

# Isotropic control: both quadratures lose their stiffness
for n in (40, 80):
    jx, jy, jz = spin_matrices(n)
    iso = eigvalsh(-jz - (jx @ jx + (jy @ jy).real) / n)
    assert np.allclose((iso[:4] - iso[0]) * n, np.arange(4)**2, atol=1e-8)
    print(f"isotropic control N={n}: gap {iso[1]-iso[0]:.6f} h, "
          f"N*gap {n*(iso[1]-iso[0]):.6f} h")

print("no test failed")
```

It prints:

```
Energy unit: field h; hbar = 1; critical coupling gamma = h
quartic level e0 = 0.333993, e1 = 1.196822
quartic excitation Delta0 = 0.862829
prefactor of N^(-1/3) = 1.087096 h
<q^2>_0 = 0.574675, <q^2>_1 = 1.431210
coefficient of L^(-2/3) in gap = -0.214134 h
next operator, difference of means = 0.152097
N, gap, leading, with tau, with next operator (all gaps in h)
   100 0.2212611 0.2334323 0.2173697 0.2212639
  1000 0.1055933 0.1086734 0.1052501 0.1055936
 10000 0.0497544 0.0504569 0.0497222 0.0497544
100000 0.0232658 0.0234207 0.0232627 0.0232658
N=100000: next-order coefficient measured 0.15625, predicted 0.15626
N=100000: first-correction coefficient measured -0.21021, limit -0.21413
N=1000: L = 500.5, L^(-1/3) = 0.125950
N=1000: tau = -0.063038, Delta(tau) = 0.835649
N=1000: next-operator difference = 0.171927
N=1000: relative error leading = 2.9170 %
N=1000: relative error with tau = 0.3250 %
N=1000: relative error with next = 0.0003 %
local exponent N=100 to 1000: -0.32127
local exponent N=1000 to 10000: -0.32680
local exponent N=10000 to 100000: -0.33011
N=10000: <J_x^2>/L^(4/3) = 0.58198, oscillator 0.58288
N=10000, tau=-2.0: gamma=1.006739 h, scaled gap 0.04956, oscillator 0.04785
N=10000, tau= 0.0: gamma=0.999900 h, scaled gap 0.86335, oscillator 0.86283
N=10000, tau= 2.0: gamma=0.993061 h, scaled gap 1.56775, oscillator 1.56819
N=10000, tau= 8.0: gamma=0.972545 h, scaled gap 2.87306, oscillator 2.87385
N=2000, gamma=0.5 h: gap 0.70737 h, harmonic 0.70711 h
N=2000, gamma=1.5 h: doublet splitting below 1e-8 h: True
N=2000, gamma=1.5 h: next excitation 1.11573 h, harmonic 1.11803 h
N=200: gap at maximal spin 0.17737 h, to lower total spin 1.01332 h
isotropic control N=40: gap 0.025000 h, N*gap 1.000000 h
isotropic control N=80: gap 0.012500 h, N*gap 1.000000 h
no test failed
```
